**Nondegenerate Seebeck coefficient and Jonker line from a momentum-space Boltzmann integral**

For one parabolic band with relaxation time τ = τ0 x^r (x = kinetic energy/kT) and z = e^η ≪ 1, where η is the chemical potential counted from the band edge into the band over kT, the Seebeck coefficient is S = (k/q)(r + 5/2 − η) with q = −e for electrons and +e for holes. With σ = σ0 z and σ0 = N e × mobility (N the effective density of states), this gives the Jonker line |S| = (k/e)[r + 5/2 − ln(σ/σ0)], of slope −k/e = −86.173 µV/K against ln σ, or 198.42 µV/K per decade in magnitude. The program integrates the current over a momentum grid from the unreduced linearized Boltzmann deviation, with complex-step derivatives, and obtains S from the open-circuit field. It asserts agreement with the closed formulas under Boltzmann statistics and with Fermi integrals under Fermi–Dirac statistics, for both band signs and r = −1/2, 0, 1/2, 3/2, together with the leading degeneracy corrections to S and to the slope, including z²/36 (slope) and z²/72 (offset) for r = −1/2. It also asserts the slope −(k/e)/(1 − p) for τ0 ∝ n^(−p), the two-band slope formula, and the position and height of the power-factor maximum for both statistics. For m = 0.5 m_e, τ0 = 100 fs, r = −1/2 and 300 K the output shows a fitted slope of −86.173 µV/K over 10^15 to 10^17 cm⁻³, a 1% shortfall of the nondegenerate S at η = −2.388, and a Jonker value of −173.95 µV/K against the exact −175.08 µV/K at 10^19 cm⁻³. A 0.5 eV gap reverses the slope by η = −8, and the Fermi–Dirac power-factor maximum, 4.060 (k/e)²σ0 at η = 0.668, slightly exceeds the Boltzmann value 4 (k/e)²σ0 at η = 0.

## Numerical check

```python
# Result under test: parabolic band, tau = tau0*x**r (x = kinetic energy/kT),
# eta = (chemical potential measured into the band)/kT, z = exp(eta) << 1:
#   S = (k/q)(r + 5/2 - eta),  sigma = sigma0*z,  sigma0 = N e mobility,
#   |S| = (k/e)(r + 5/2 - ln(sigma/sigma0))   (Jonker line, slope -k/e).
# s = r + 3/2, A = r + 5/2, N = effective density of states,
# F(j, eta) = integral of x**j/(exp(x - eta) + 1).
# Independent road: the electron current is integrated in k space from
# df = -tau (v_x df0/dx + (-e E/hbar) df0/dk_x), derivatives by complex step,
# and S follows from the open-circuit condition E + mu'/e = S T'.
import numpy as np
from scipy.constants import k as kB, e, hbar, m_e
from scipy.special import gamma
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

T = 300.0
kT = kB*T
ke = kB/e
M, TAU, R = 0.5*m_e, 1e-13, -0.5
xg, wg = np.polynomial.legendre.leggauss(240)
cg, wc = np.polynomial.legendre.leggauss(4)

def occ(eps, mu, temp, sign, classical):
    u = (eps - mu)/(kB*temp)
    if classical:
        return np.exp(-u) if sign > 0 else 1 - np.exp(u)
    return 1/(np.exp(u) + 1)

def grid(mu, edge, sign, m):
    kth = np.sqrt(2*m*kT)/hbar
    kmax = kth*np.sqrt(max(sign*(mu - edge)/kT, 0) + 60)
    kk = (0.5*kmax*(xg + 1))[:, None]
    w = 2/(2*np.pi)**2*kk**2*(0.5*kmax*wg)[:, None]*wc[None, :]
    return kth, kk, w

def current(mu, band, E, dmu, dT, classical):
    edge, sign, m, tau0, r = band
    kth, kk, w = grid(mu, edge, sign, m)
    kx, kp2 = kk*cg, kk**2*(1 - cg**2)
    eps = lambda a: edge + sign*hbar**2*(a*a + kp2)/(2*m)
    hk, hx = 1e-12, 1e-20
    vx = eps(kx + 1j*hk).imag/hk/hbar
    dfdk = occ(eps(kx + 1j*hk), mu, T, sign, classical).imag/hk
    dfdx = occ(eps(kx), mu + 1j*hx*dmu, T + 1j*hx*dT, sign, classical).imag/hx
    df = -tau0*(kk/kth)**(2*r)*(vx*dfdx - e*E/hbar*dfdk)
    return -e*np.sum(w*vx*df)

def measure(mu, bands, classical=False, a=0.7):
    dT = 1000.0
    dmu = a*kB*dT
    sig = sum(current(mu, b, 1.0, 0, 0, classical) for b in bands)
    j0 = sum(current(mu, b, 0.0, dmu, dT, classical) for b in bands)
    return sig, (-j0/sig + dmu/e)/dT

def cond(r=R, m=M, tau0=TAU):
    return (0.0, 1, m, tau0, r)

def slope(eta, bands, d=1e-3):   # dS/dln(sigma), signed S, in units of k/e
    s1, S1 = measure((eta - d)*kT, bands)
    s2, S2 = measure((eta + d)*kT, bands)
    return (S2 - S1)/np.log(s2/s1)/ke

def density(eta, classical=False):
    kth, kk, w = grid(eta*kT, 0.0, 1, M)
    return np.sum(w*occ(hbar**2*kk**2/(2*M), eta*kT, T, 1, classical))

def F(j, eta):
    return quad(lambda t: 2*t**(2*j + 1)/(np.exp(t*t - eta) + 1), 0,
                np.sqrt(max(eta, 0) + 60), epsabs=0, epsrel=1e-11, limit=200)[0]

N = 2*(M*kT/(2*np.pi*hbar**2))**1.5
mob = lambda r: e*TAU*gamma(r + 2.5)/(M*gamma(2.5))
assert abs(density(-3.0, True)/(N*np.exp(-3.0)) - 1) < 1e-10
j_mu = current(-2*kT, cond(), 0.0, e*1.0, 0.0, False)
assert abs(j_mu/measure(-2*kT, [cond()])[0] - 1) < 1e-10   # mu'/e acts as a field

for r in (-0.5, 0.0, 0.5, 1.5):
    s, A = r + 1.5, r + 2.5
    for eta in (-7.0, -3.0, 0.0):
        for sign in (1, -1):   # Boltzmann statistics: the formulas are exact
            sig, S = measure(sign*eta*kT, [(0.0, sign, M, TAU, r)], True)
            assert abs(S/(-sign*ke*(A - eta)) - 1) < 1e-9
            assert abs(sig/(N*e*mob(r)*np.exp(eta)) - 1) < 1e-9
    for eta in (-5.0, 0.0, 4.0):
        for sign in (1, -1):   # Fermi-Dirac statistics against Fermi integrals
            sig, S = measure(sign*eta*kT, [(0.0, sign, M, TAU, r)])
            Sf = -sign*ke*((s + 1)*F(s, eta)/(s*F(s - 1, eta)) - eta)
            assert abs(S/Sf - 1) < 1e-8
            assert abs(sig/(e*e*TAU*N*s*F(s - 1, eta)/(M*gamma(2.5))) - 1) < 1e-8
    S_a = measure(-kT, [cond(r)])[1]
    assert abs(measure(-kT, [cond(r, 2.3*M, 0.17*TAU)], a=-3.0)[1]/S_a - 1) < 1e-10
    z = np.exp(-6.0)   # neglected terms are one order higher in z
    dev = -measure(-6*kT, [cond(r)])[1]/ke - (A + 6)
    assert abs(dev/(A*z*2**(-A)) - 1) < z
    z = np.exp(-5.0)
    assert abs(1 - slope(-5.0, [cond(r)]) - (s - 1)*2**(-s - 1)*z) < 0.1*z*z
sigma0 = N*e*mob(R)
A = R + 2.5
z = np.exp(-4.0)
assert abs((1 - slope(-4.0, [cond()]))/(z*z/36) - 1) < 2*z
sig, S = measure(-4*kT, [cond()])
assert abs((-S/ke + np.log(sig/sigma0) - A)/(z*z/72) - 1) < 2*z

u = 1e6
print(f"T = {T:.0f} K, m = {M/m_e:.1f} m_e, tau0 = {TAU*1e15:.0f} fs, r = {R}")
print(f"kT = {kT/e*1e3:.3f} meV")
print(f"k/e = {ke*u:.3f} uV/K")
print(f"(k/e) ln10 = {ke*np.log(10)*u:.2f} uV/K per decade")
print(f"N = {N*1e-6:.4e} cm^-3")
print(f"Gamma(r+5/2)/Gamma(5/2) = {gamma(A)/gamma(2.5):.5f}")
print(f"e tau0/m = {e*TAU/M*1e4:.2f} cm^2/(V s)")
print(f"mobility = {mob(R)*1e4:.2f} cm^2/(V s)")
print(f"sigma0 = {sigma0/100:.2f} S/cm")
print(f"(k/e)(r+5/2) = {ke*A*u:.2f} uV/K")
rows, etas = [], {}
for ncm in (1e15, 1e16, 1e17, 1e18, 1e19):
    eta = brentq(lambda y: np.log(density(y)/(ncm*1e6)), -20, 10, xtol=1e-13)
    etas[ncm] = eta
    sig, S = measure(eta*kT, [cond()])
    rows.append((sig, S))
    print(f"n = {ncm:.0e} cm^-3: ln(n/N) = {np.log(ncm*1e6/N):.4f}, eta = {eta:.4f},"
          f" sigma = {sig/100:.5g} S/cm, ln(sigma/sigma0) = {np.log(sig/sigma0):.4f}")
    print(f"  S exact {S*u:.2f}, -(k/e)(A-eta) {-ke*(A - eta)*u:.2f},"
          f" Jonker {-ke*(A - np.log(sig/sigma0))*u:.2f},"
          f" d|S|/dln(sigma) {-slope(eta, [cond()])*ke*u:.3f} uV/K")
fit = np.polyfit([np.log(a/sigma0) for a, b in rows[:3]], [-b for a, b in rows[:3]], 1)
assert abs(fit[0]/ke + 1) < 1e-4 and abs(fit[1]/(A*ke) - 1) < 1e-4
print(f"fit 1e15..1e17 cm^-3: slope {fit[0]*u:.3f} uV/K, value at sigma0 {fit[1]*u:.2f} uV/K")
eta1 = brentq(lambda y: -ke*(A - y)/measure(y*kT, [cond()])[1] - 0.99, -6, 0)
print(f"nondegenerate S 1% low at eta = {eta1:.3f}, n = {density(eta1)*1e-6:.3e} cm^-3")
for r in (-0.5, 0.0, 0.5, 1.5):
    print(f"r = {r}: eta = -2, S = {measure(-2*kT, [cond(r)])[1]*u:.2f} uV/K (formula"
          f" {-ke*(r + 4.5)*u:.2f}), d|S|/dln(sigma) = {-slope(-2.0, [cond(r)])*ke*u:.2f} uV/K")

p = 0.25   # tau0 proportional to n**(-p); degeneracy terms of order z ~ 1e-3
pts = [measure(etas[n]*kT, [cond(tau0=TAU*(n/1e16)**(-p))]) for n in (1e15, 1e16)]
sp = -(pts[1][1] - pts[0][1])/np.log(pts[1][0]/pts[0][0])
assert abs(sp/(-ke/(1 - p)) - 1) < 1e-3
print(f"p = {p}: slope {sp*u:.2f} uV/K, formula {-ke/(1 - p)*u:.2f} uV/K")

gap = 0.5*e
g = gap/kT
two = [cond(), (-gap, -1, M, TAU, R)]
print(f"gap = {gap/e:.1f} eV, g = {g:.3f}")
for eta in (-5.0, -7.0, -8.0):
    rho = np.exp(-g - 2*eta)
    form = ((1 + rho)**2 - 2*rho*(2*A + g))/(1 - rho**2)
    num = slope(eta, two)
    assert abs(num - form) < 1e-3   # degeneracy terms of order z*rho*g and z**2
    S2 = measure(eta*kT, two)[1]
    Sw = ke*(-(A - eta) + rho*(A + g + eta))/(1 + rho)
    assert abs(S2 - Sw) < ke*np.exp(eta)
    print(f"two bands eta = {eta}: rho = {rho:.3e}, S = {S2*u:.1f} uV/K,"
          f" dS/dln(sigma) = {num*ke*u:.2f} (formula {form*ke*u:.2f}) uV/K")
assert slope(-8.0, two) < 0

def best(classical):
    def neg(y):
        sig, S = measure(y*kT, [cond()], classical)
        return -S*S*sig*1e4
    o = minimize_scalar(neg, bounds=(-1.5, 1.5), method="bounded", options={"xatol": 1e-9})
    return o.x, measure(o.x*kT, [cond()], classical)[1], -o.fun
ec, Sc, Pc = best(True)
ef, Sf, Pf = best(False)
unit = ke**2*sigma0*1e4
assert abs(ec - (R + 0.5)) < 1e-5 and abs(Sc/(-2*ke) - 1) < 1e-5
assert abs(Pc/(4*unit*np.exp(A - 2)) - 1) < 1e-8
# r = -1/2: stationarity of F0*(2 F1/F0 - eta)**2 from Fermi integrals
root = brentq(lambda y: 2*F(0, y)*(1 + np.exp(-y)) - 2*F(1, y)/F(0, y) - y, 0, 1.5)
assert abs(ef - root) < 1e-5
assert abs(Pf/(unit*F(0, root)*(2*F(1, root)/F(0, root) - root)**2) - 1) < 1e-8
for eta in np.linspace(-3, 4, 15):   # exact |S| lies above the Jonker line
    sig, S = measure(eta*kT, [cond()])
    assert -S/ke + np.log(sig/sigma0) - A > 0
assert 0.5 < ef < 1.4 and Pf > Pc
print(f"(k/e)^2 sigma0 = {unit:.3f} uW/(cm K^2)")
print(f"power factor, Boltzmann: eta = {round(ec, 3) + 0.0:.3f}, S = {Sc*u:.1f} uV/K, max {Pc:.2f} uW/(cm K^2)")
print(f"power factor, Fermi-Dirac: eta = {ef:.3f}, S = {Sf*u:.1f} uV/K, max {Pf:.2f} uW/(cm K^2)")
print(f"maxima in units of (k/e)^2 sigma0: Boltzmann {Pc/unit:.3f}, Fermi-Dirac {Pf/unit:.3f}")
print("all assertions hold")
```

Printed output:

```
T = 300 K, m = 0.5 m_e, tau0 = 100 fs, r = -0.5
kT = 25.852 meV
k/e = 86.173 uV/K
(k/e) ln10 = 198.42 uV/K per decade
N = 8.8721e+18 cm^-3
Gamma(r+5/2)/Gamma(5/2) = 0.75225
e tau0/m = 351.76 cm^2/(V s)
mobility = 264.62 cm^2/(V s)
sigma0 = 376.14 S/cm
(k/e)(r+5/2) = 172.35 uV/K
n = 1e+15 cm^-3: ln(n/N) = -9.0907, eta = -9.0906, sigma = 0.042395 S/cm, ln(sigma/sigma0) = -9.0907
  S exact -955.72, -(k/e)(A-eta) -955.72, Jonker -955.72, d|S|/dln(sigma) -86.173 uV/K
n = 1e+16 cm^-3: ln(n/N) = -6.7881, eta = -6.7877, sigma = 0.42389 S/cm, ln(sigma/sigma0) = -6.7882
  S exact -757.31, -(k/e)(A-eta) -757.26, Jonker -757.31, d|S|/dln(sigma) -86.173 uV/K
n = 1e+17 cm^-3: ln(n/N) = -4.4855, eta = -4.4815, sigma = 4.2326 S/cm, ln(sigma/sigma0) = -4.4871
  S exact -559.02, -(k/e)(A-eta) -558.53, Jonker -559.02, d|S|/dln(sigma) -86.173 uV/K
n = 1e+18 cm^-3: ln(n/N) = -2.1829, eta = -2.1431, sigma = 41.716 S/cm, ln(sigma/sigma0) = -2.1991
  S exact -361.86, -(k/e)(A-eta) -357.03, Jonker -361.85, d|S|/dln(sigma) -86.144 uV/K
n = 1e+19 cm^-3: ln(n/N) = 0.1197, eta = 0.5121, sigma = 369.23 S/cm, ln(sigma/sigma0) = -0.0186
  S exact -175.08, -(k/e)(A-eta) -128.22, Jonker -173.95, d|S|/dln(sigma) -83.932 uV/K
fit 1e15..1e17 cm^-3: slope -86.173 uV/K, value at sigma0 172.35 uV/K
nondegenerate S 1% low at eta = -2.388, n = 7.890e+17 cm^-3
r = -0.5: eta = -2, S = -350.24 uV/K (formula -344.69), d|S|/dln(sigma) = -86.13 uV/K
r = 0.0: eta = -2, S = -392.69 uV/K (formula -387.78), d|S|/dln(sigma) = -85.20 uV/K
r = 0.5: eta = -2, S = -435.05 uV/K (formula -430.87), d|S|/dln(sigma) = -84.81 uV/K
r = 1.5: eta = -2, S = -519.85 uV/K (formula -517.04), d|S|/dln(sigma) = -84.80 uV/K
p = 0.25: slope -114.90 uV/K, formula -114.90 uV/K
gap = 0.5 eV, g = 19.341
two bands eta = -5.0: rho = 8.776e-05, S = -603.3 uV/K, dS/dln(sigma) = 85.83 (formula 85.84) uV/K
two bands eta = -7.0: rho = 4.792e-03, S = -766.0 uV/K, dS/dln(sigma) = 67.71 (formula 67.73) uV/K
two bands eta = -8.0: rho = 3.541e-02, S = -793.0 uV/K, dS/dln(sigma) = -50.14 (formula -50.11) uV/K
(k/e)^2 sigma0 = 2.793 uW/(cm K^2)
power factor, Boltzmann: eta = 0.000, S = -172.3 uV/K, max 11.17 uW/(cm K^2)
power factor, Fermi-Dirac: eta = 0.668, S = -166.9 uV/K, max 11.34 uW/(cm K^2)
maxima in units of (k/e)^2 sigma0: Boltzmann 4.000, Fermi-Dirac 4.060
all assertions hold
```
